# Donor spin-resonance line shape from randomly placed silicon-29 nuclei: test program

```python
"""Donor spin-resonance line from randomly placed silicon-29 nuclei.

Result under test: with shift nu = sum_l xi_l A_l m_l, where xi_l = 1 with
probability f (else 0) and m_l = +1/2 or -1/2 with equal chance, the line is
    p(nu) = Fourier transform of Phi(t),
    Phi(t) = product_l [1 - f + f cos(pi A_l t)].
A_l: contact hyperfine coupling (MHz); t: time (us); nu: shift (MHz).
The couplings come from a six-valley effective-mass donor state in silicon.
Lengths are in nm. The line is one phosphorus-31 hyperfine component.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import brentq
from scipy.special import ndtr

# Rough typical model parameters
lattice = 0.543            # cubic lattice constant, nm
len_t, len_l = 2.0, 1.2    # transverse, longitudinal envelope lengths, nm
k0 = 0.85 * 2 * np.pi / lattice
eta = 180.0                # Bloch density at nucleus / cell average
g_el = 2.0
gamma_si = 8.465           # magnitude for silicon-29, MHz/T (negative sign)
gamma_p = 17.24            # phosphorus-31, MHz/T
a_phos = 118.0             # phosphorus-31 hyperfine coupling, MHz
f_nat = 0.047
field, temperature = 0.35, 10.0
donors_cm3 = 1e15
mu_b = const.physical_constants["Bohr magneton"][0]
gamma_e = g_el * mu_b / const.h / 1e6       # MHz/T
rng = np.random.default_rng(2024)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# Contact field: Biot-Savart integral over magnetisation currents
# of M(r) = exp(-r^2) along z, in units of mu0 M(0)
def current_field(theta, r):
    slope = -2 * r * np.exp(-r * r)
    return -slope * np.sin(theta) ** 3 / 2


contact_factor = dblquad(current_field, 0, 8, 0, np.pi)[0]
assert abs(contact_factor - 2 / 3) < 1e-7
# MHz nm^3: coupling per unit electron density at the nucleus
contact_scale = (2 / 3) * const.mu_0 * g_el * mu_b * gamma_si * 1e27


# Equal Bloch amplitude on both sublattices: local pseudopotential bands
def sublattice_ratio():
    vecs = [v for v in itertools.product(range(-4, 5), repeat=3)
            if len({c % 2 for c in v}) == 1 and sum(c * c for c in v) <= 20]
    vecs = np.array(vecs)
    diff = vecs[:, None, :] - vecs[None, :, :]
    norm2 = (diff ** 2).sum(axis=2)
    form = np.zeros(norm2.shape)
    for shell, height in ((3, -0.21), (8, 0.04), (11, 0.08)):  # rydberg
        form[norm2 == shell] = height
    ham = form * np.cos(np.pi / 4 * diff.sum(axis=2))
    bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
    unit = (2 * np.pi * bohr_nm / lattice) ** 2
    kinetic = unit * ((vecs + np.array([0.85, 0, 0])) ** 2).sum(axis=1)
    vec = np.linalg.eigh(ham + np.diag(kinetic))[1][:, 4]
    phase = np.exp(1j * np.pi / 4 * vecs.sum(axis=1))
    return (vec @ phase) / (vec @ phase.conj())


bloch_ratio = sublattice_ratio()
assert abs(bloch_ratio - 1) < 1e-6


def diamond_sites(radius):
    """Integer positions in units of lattice/4; donor site left out."""
    m = int(radius / (lattice / 4)) + 1
    axis = np.arange(-m, m + 1)
    x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
    total = x + y + z
    even = (x % 2 == 0) & (y % 2 == 0) & (z % 2 == 0) & (total % 4 == 0)
    odd = (x % 2 == 1) & (y % 2 == 1) & (z % 2 == 1) & (total % 4 == 3)
    r2 = x * x + y * y + z * z
    keep = (even | odd) & (r2 > 0) & (r2 <= (4 * radius / lattice) ** 2)
    return np.stack([x[keep], y[keep], z[keep]], axis=1)


def donor_density(points, scale=1.0):
    """Electron density at nuclei, nm^-3."""
    a, b = len_t * scale, len_l * scale
    r2 = (points ** 2).sum(axis=1)
    amp = np.zeros(len(points))
    for i in range(3):
        c2 = points[:, i] ** 2
        env = np.exp(-np.sqrt(c2 / b ** 2 + (r2 - c2) / a ** 2))
        amp += env * np.cos(k0 * points[:, i])
    return (2 * eta / 3) * amp ** 2 / (np.pi * a * a * b)


def shells(int_sites, scale=1.0):
    key = np.sort(np.abs(int_sites), axis=1)
    uniq, count = np.unique(key, axis=0, return_counts=True)
    pts = uniq * lattice / 4
    return contact_scale * donor_density(pts, scale), count, uniq


def characteristic(times, couplings, counts, f):
    log_phi = np.zeros(len(times))
    for a, m in zip(couplings, counts):
        log_phi += m * np.log1p(f * (np.cos(np.pi * a * times) - 1))
    return np.exp(log_phi)


window, half_points = 64.0, 4096             # MHz, time steps
times = np.arange(half_points + 1) / window  # us


def line_shape(couplings, counts, f):
    phi = characteristic(times, couplings, counts, f)
    assert phi[-1] < 1e-4                    # transform cutoff is harmless
    n = 2 * half_points
    dens = np.fft.irfft(phi, n) * n / window
    nu = np.fft.fftfreq(n, 1 / window)
    return np.fft.fftshift(nu), np.fft.fftshift(dens), phi


def full_width(nu, dens):
    mid = len(nu) // 2
    right = dens[mid:]
    half = right[0] / 2
    j = int(np.argmax(right < half))
    frac = (right[j - 1] - half) / (right[j - 1] - right[j])
    return 2 * (nu[mid + j - 1] + frac * (nu[1] - nu[0]))


def cumulative(nu, dens):
    step = nu[1] - nu[0]
    area = np.cumsum((dens[1:] + dens[:-1]) / 2) * step
    return np.concatenate([[0.0], area])


def draw_shifts(couplings, f, total, chunk):
    """Explicit independent occupation of every site, random nuclear signs."""
    out, n = [], len(couplings)
    for start in range(0, total, chunk):
        rows = min(chunk, total - start)
        mean = rows * n * f
        draws = int(mean + 10 * np.sqrt(mean) + 20)
        pos = np.cumsum(rng.geometric(f, draws)) - 1
        assert pos[-1] >= rows * n
        pos = pos[pos < rows * n]
        spin = rng.integers(0, 2, len(pos)) - 0.5
        out.append(np.bincount(pos // n, weights=spin * couplings[pos % n],
                               minlength=rows))
    return np.concatenate(out)


def max_cdf_gap(sample, cdf):
    s = np.sort(sample)
    value, n = cdf(s), len(s)
    rank = np.arange(n)
    return max(np.max(value - rank / n), np.max((rank + 1) / n - value))


# Couplings on the large lattice
big_sites = diamond_sites(8.0)
a_big, m_big, uniq_big = shells(big_sites)
assert m_big.sum() == len(big_sites)
# Normalisation of the state: nuclear-site average, donor site included;
# the tolerance covers density outside 8 nm and intervalley remainders
norm_sum = (m_big @ (a_big / contact_scale) + donor_density(np.zeros((1, 3)))[0])
norm_sum *= lattice ** 3 / 8 / eta
assert abs(norm_sum - 1) < 0.03

# Product rule against enumeration of all outcomes for six sites
order = np.argsort(-a_big)
six = a_big[order[:6]]
t_test = np.array([0.07, 0.31, 1.3])
brute = np.zeros(3)
for state in itertools.product((0, 0.5, -0.5), repeat=6):
    weight = np.prod([1 - f_nat if s == 0 else f_nat / 2 for s in state])
    brute += weight * np.cos(2 * np.pi * np.dot(state, six) * t_test)
assert np.allclose(brute, characteristic(t_test, six, np.ones(6), f_nat),
                   atol=1e-12)

# Line, moments and cumulants for natural silicon
nu, dens, phi = line_shape(a_big, m_big, f_nat)
step = nu[1] - nu[0]
sigma = np.sqrt(f_nat / 4 * (m_big @ a_big ** 2))
kurt = (1 - 3 * f_nat) / f_nat * (m_big @ a_big ** 4) / (m_big @ a_big ** 2) ** 2
m2 = np.sum(nu ** 2 * dens) * step
m4 = np.sum(nu ** 4 * dens) * step
assert abs(np.sum(dens) * step - 1) < 1e-10
assert abs(m2 / sigma ** 2 - 1) < 1e-5
assert abs(m4 / m2 ** 2 - 3 - kurt) < 1e-4
fwhm = full_width(nu, dens)
gauss_factor = 2 * np.sqrt(2 * np.log(2))

# Explicit sampling on all sites within 5 nm
near_sites = diamond_sites(5.0)
a_near = contact_scale * donor_density(near_sites * lattice / 4)
a_sh, m_sh, _ = shells(near_sites)
sigma_near = np.sqrt(f_nat / 4 * np.sum(a_near ** 2))
nu5, dens5, phi5 = line_shape(a_sh, m_sh, f_nat)
cdf5 = cumulative(nu5, dens5)
n_nat = 20000
sample = draw_shifts(a_near, f_nat, n_nat, 500)
gap_nat = max_cdf_gap(sample, lambda s: np.interp(s, nu5, cdf5))
assert gap_nat < 2 / np.sqrt(n_nat)
sample_sigma = np.sqrt(np.mean(sample ** 2))
sample_kurt = np.mean(sample ** 4) / np.mean(sample ** 2) ** 2 - 3
kurt_near = (1 - 3 * f_nat) / f_nat * np.sum(a_near ** 4) / np.sum(a_near ** 2) ** 2
assert abs(sample_sigma / sigma_near - 1) < 0.025     # over four std errors
assert abs(sample_kurt - kurt_near) < 0.2             # sampling noise
j_time = 6
t_show = times[j_time]
phi_sample = np.mean(np.cos(2 * np.pi * sample * t_show))
assert abs(phi_sample - phi5[j_time]) < 5 / np.sqrt(n_nat)
fwhm5 = full_width(nu5, dens5)
inside_line = np.interp(fwhm5 / 2, nu5, cdf5) - np.interp(-fwhm5 / 2, nu5, cdf5)
inside_sample = np.mean(np.abs(sample) < fwhm5 / 2)
assert abs(inside_line - inside_sample) < 0.02
tail_line = 2 * np.interp(-3 * sigma_near, nu5, cdf5)
tail_sample = np.mean(np.abs(sample) > 3 * sigma_near)

# Purified silicon: strongly non-Gaussian, a severe test of the product
f_pure, n_pure = 0.001, 200000
nup, densp, _ = line_shape(a_sh, m_sh, f_pure)
cdfp = cumulative(nup, densp)
pure = draw_shifts(a_near, f_pure, n_pure, 50000)
gap_pure = max_cdf_gap(pure, lambda s: np.interp(s, nup, cdfp))
sigma_pure = np.sqrt(f_pure / 4 * np.sum(a_near ** 2))
gap_gauss = max_cdf_gap(pure, lambda s: ndtr(s / sigma_pure))
assert gap_pure < 2 / np.sqrt(n_pure)
assert gap_gauss > 5 * gap_pure
widths = {}
for f in (0.01, f_pure):
    widths[f] = full_width(*line_shape(a_big, m_big, f)[:2])
assert widths[f_pure] / fwhm < 0.8 * np.sqrt(f_pure / f_nat)


# Secular approximation against full diagonalisation
def nonsecular_error(si_couplings):
    pauli = [np.array([[0, 1], [1, 0]], complex) / 2,
             np.array([[0, -1j], [1j, 0]]) / 2,
             np.array([[1, 0], [0, -1]], complex) / 2]
    n = 2 + len(si_couplings)

    def spin(which, axis):
        return np.kron(np.kron(np.eye(2 ** which), pauli[axis]),
                       np.eye(2 ** (n - which - 1)))

    ham = gamma_e * field * spin(0, 2)
    hyper = [a_phos] + [-a for a in si_couplings]
    gammas = [gamma_p] + [-gamma_si] * len(si_couplings)
    for i, (a, gam) in enumerate(zip(hyper, gammas), start=1):
        ham = ham - gam * field * spin(i, 2)
        for axis in range(3):
            ham = ham + a * spin(0, axis) @ spin(i, axis)
    energy, vec = np.linalg.eigh(ham)
    strength = np.abs(vec.conj().T @ (2 * spin(0, 0)) @ vec) ** 2
    freq = energy[:, None] - energy[None, :]
    upper = np.sort(freq[(strength > 0.5) & (freq > gamma_e * field)])
    signs = itertools.product((0.5, -0.5), repeat=len(si_couplings))
    secular = np.sort([np.dot(s, si_couplings) for s in signs])
    assert len(upper) == len(secular)
    return np.max(np.abs(upper - upper.mean() - secular))


nonsecular = nonsecular_error(a_big[order[[0, 2, 4, 6]]])
assert nonsecular < 0.005

# Point-dipole hyperfine broadening, largest of three field directions
dip_scale = const.mu_0 / (4 * np.pi) * g_el * mu_b * gamma_si * 1e27  # MHz nm^3
pos = near_sites * lattice / 4
dist = np.sqrt((pos ** 2).sum(axis=1))
dip_rms = 0.0
for direction in ((0, 0, 1), (0, 1, 1), (1, 1, 1)):
    unit_b = np.array(direction) / np.linalg.norm(direction)
    dip = dip_scale / dist ** 3 * (3 * (pos @ unit_b / dist) ** 2 - 1)
    # contact-dipole cross term cancels within cubic shells
    assert abs(np.sum(dip * a_near)) < 1e-8 * np.sum(np.abs(dip * a_near))
    dip_rms = max(dip_rms, np.sqrt(f_nat / 4 * np.sum(dip ** 2)))
dip_pure = dip_scale * 4 * np.pi / 3 * f_pure * 8 / lattice ** 3


# Exchange between donors: Coulomb energy times squared 1s overlap
def overlap(rho):
    return np.exp(-rho) * (1 + rho + rho ** 2 / 3)


rho_test = 4.0
overlap_num = dblquad(lambda e, x: rho_test ** 3 / 4 * (x * x - e * e)
                      * np.exp(-rho_test * x), 1, 15, -1, 1)[0]
assert abs(overlap_num / overlap(rho_test) - 1) < 1e-6


def exchange_mhz(r):
    coulomb = const.e ** 2 / (4 * np.pi * const.epsilon_0 * 11.7 * r * 1e-9)
    return coulomb * overlap(r / len_t) ** 2 / const.h / 1e6


r_ex = brentq(lambda r: exchange_mhz(r) - fwhm, 8, 60)
donors_nm3 = donors_cm3 * 1e-21
pair_fraction = 1 - np.exp(-4 * np.pi / 3 * r_ex ** 3 * donors_nm3)
donor_dip = (const.mu_0 / (4 * np.pi) * (g_el * mu_b) ** 2 / const.h * 1e27
             * 4 * np.pi / 3 * donors_nm3)   # Hz, at mean-sphere radius
kt = const.k * temperature
polar = np.tanh(const.h * gamma_si * 1e6 * field / (2 * kt))
excited = 5 * np.exp(-0.012 * const.e / kt)
a_small, m_small, _ = shells(big_sites, 0.9)
fwhm_small = full_width(*line_shape(a_small, m_small, f_nat)[:2])

show("Lattice constant", lattice, "nm")
show("Envelope length, transverse", len_t, "nm")
show("Envelope length, longitudinal", len_l, "nm")
show("Bloch density ratio eta", eta)
show("Silicon-29 fraction, natural", f_nat)
show("Silicon-29 gyromagnetic ratio, magnitude", gamma_si, "MHz/T")
show("Magnetic field", field, "T")
show("Electron frequency", gamma_e * field / 1e3, "GHz")
show("Contact field factor from currents", contact_factor, "", ".6f")
show("Contact scale", contact_scale, "MHz nm^3")
show("Bloch amplitude ratio of sublattices", bloch_ratio.real, "", ".6f")
show("Site-sum normalisation", norm_sum, "", ".4f")
show("Sites within 8 nm", len(big_sites), "", "d")
show("Distinct shells within 8 nm", len(a_big), "", "d")
for rank in range(3):
    i = order[rank]
    print(f"Strong shell {tuple(int(c) for c in uniq_big[i])} (a/4 units): "
          f"A = {a_big[i]:.3f} MHz, {m_big[i]} sites")
show("Rms shift sigma", sigma, "MHz")
show("Excess kurtosis, formula", kurt)
show("Excess kurtosis, from line", m4 / m2 ** 2 - 3)
show("FWHM, natural", fwhm, "MHz")
show("FWHM, natural", fwhm / gamma_e * 1e3, "mT")
show("FWHM, Gaussian estimate", gauss_factor * sigma, "MHz")
show("FFT window", window, "MHz", ".0f")
show("FFT frequency step", step, "MHz")
show("Sites within 5 nm (sampled)", len(near_sites), "", "d")
show("Configurations, natural", n_nat, "", "d")
show("Rms shift within 5 nm, formula", sigma_near, "MHz")
show("Rms shift within 5 nm, sampled", sample_sigma, "MHz")
show("Excess kurtosis within 5 nm, formula", kurt_near)
show("Excess kurtosis within 5 nm, sampled", sample_kurt)
show("Time for Phi comparison", t_show, "us")
show("Phi, product", phi5[j_time])
show("Phi, sampled", phi_sample)
show("Fraction inside half maximum, line", inside_line)
show("Fraction inside half maximum, sampled", inside_sample)
show("Fraction beyond 3 sigma, line", tail_line)
show("Fraction beyond 3 sigma, sampled", tail_sample)
show("Fraction beyond 3 sigma, Gaussian", 2 * ndtr(-3.0))
show("Largest CDF gap, natural", gap_nat)
show("Configurations, f = 0.001", n_pure, "", "d")
show("Largest CDF gap, f = 0.001, product", gap_pure)
show("Largest CDF gap, f = 0.001, Gaussian", gap_gauss)
for f, w in widths.items():
    est = gauss_factor * sigma * np.sqrt(f / f_nat)
    print(f"FWHM at f = {f}: {w:.4f} MHz; Gaussian estimate {est:.4f} MHz")
show("FWHM with envelope lengths 10% shorter", fwhm_small, "MHz")
show("Largest nonsecular line displacement", nonsecular * 1e3, "kHz")
show("Point-dipole rms shift, natural", dip_rms, "MHz")
show("Typical nuclear dipole shift, f = 0.001", dip_pure * 1e3, "kHz")
show("Temperature", temperature, "K")
show("Thermal nuclear polarisation", polar)
show("Excited valley-orbit population ratio (12 meV)", excited)
show("Donor density", donors_cm3, "cm^-3")
show("Donor dipolar coupling", donor_dip / 1e3, "kHz")
show("Distance where exchange equals FWHM", r_ex, "nm")
show("Fraction of donors with such a neighbour", pair_fraction)
print("verified")
```

Output:

```
Lattice constant: 0.543 nm
Envelope length, transverse: 2 nm
Envelope length, longitudinal: 1.2 nm
Bloch density ratio eta: 180
Silicon-29 fraction, natural: 0.047
Silicon-29 gyromagnetic ratio, magnitude: 8.465 MHz/T
Magnetic field: 0.35 T
Electron frequency: 9.797 GHz
Contact field factor from currents: 0.666667
Contact scale: 0.1315 MHz nm^3
Bloch amplitude ratio of sublattices: 1.000000
Site-sum normalisation: 0.9938
Sites within 8 nm: 107256
Distinct shells within 8 nm: 3814
Strong shell (0, 0, 4) (a/4 units): A = 3.772 MHz, 6 sites
Strong shell (0, 4, 4) (a/4 units): A = 1.978 MHz, 12 sites
Strong shell (5, 5, 5) (a/4 units): A = 1.824 MHz, 4 sites
Rms shift sigma: 2.436 MHz
Excess kurtosis, formula: 0.1245
Excess kurtosis, from line: 0.1245
FWHM, natural: 5.595 MHz
FWHM, natural: 0.1999 mT
FWHM, Gaussian estimate: 5.737 MHz
FFT window: 64 MHz
FFT frequency step: 0.007812 MHz
Sites within 5 nm (sampled): 26166
Configurations, natural: 20000
Rms shift within 5 nm, formula: 2.435 MHz
Rms shift within 5 nm, sampled: 2.43 MHz
Excess kurtosis within 5 nm, formula: 0.1248
Excess kurtosis within 5 nm, sampled: 0.1018
Time for Phi comparison: 0.09375 us
Phi, product: 0.3652
Phi, sampled: 0.3659
Fraction inside half maximum, line: 0.7531
Fraction inside half maximum, sampled: 0.7561
Fraction beyond 3 sigma, line: 0.003494
Fraction beyond 3 sigma, sampled: 0.00305
Fraction beyond 3 sigma, Gaussian: 0.0027
Largest CDF gap, natural: 0.004552
Configurations, f = 0.001: 200000
Largest CDF gap, f = 0.001, product: 0.003259
Largest CDF gap, f = 0.001, Gaussian: 0.09034
FWHM at f = 0.01: 2.3280 MHz; Gaussian estimate 2.6463 MHz
FWHM at f = 0.001: 0.3516 MHz; Gaussian estimate 0.8368 MHz
FWHM with envelope lengths 10% shorter: 6.445 MHz
Largest nonsecular line displacement: 0.1452 kHz
Point-dipole rms shift, natural: 0.3286 MHz
Typical nuclear dipole shift, f = 0.001: 3.286 kHz
Temperature: 10 K
Thermal nuclear polarisation: 7.109e-06
Excited valley-orbit population ratio (12 meV): 4.48e-06
Donor density: 1e+15 cm^-3
Donor dipolar coupling: 0.2175 kHz
Distance where exchange equals FWHM: 20.09 nm
Fraction of donors with such a neighbour: 0.03337
verified
```
